\section*{Spin-orbit splitting of the Pb 6p conduction triplet in cubic perovskites, part 2}

We ask how spin-orbit coupling changes the gap $E_g$ (lowest empty minus highest filled one-electron level) of a cubic lead halide perovskite with lattice constant $a$. The Hamiltonian is $H=H_0+H_{\rm SO}$, with $H_0$ spin-independent and $H_{\rm SO}=\sum_a K_a s_a$. The operators $\mathbf l$ and $\mathbf s=\boldsymbol\sigma/2$ are dimensionless, and $\mathbf j=\mathbf l+\mathbf s$. Near a nucleus, with potential energy $V(r)$,
\begin{equation}
\mathbf K=\zeta(r)\,\mathbf l,\qquad
\zeta(r)=\frac{\hbar^2}{2m^2c^2}\,\frac1r\frac{dV}{dr}.
\label{eq:central}
\end{equation}

The theorem assumes cubic symmetry (A1) and:
(A2) both band edges lie at R, $\mathbf k_R=(\pi/a)(1,1,1)$, with and without $H_{\rm SO}$;
(A3) without $H_{\rm SO}$, the conduction edge $E_C$ is an orbital triplet transforming like $x,y,z$, and the valence edge $E_V$ is an orbital singlet;
(A4) $H_{\rm SO}$ is small compared with the distances to other levels at R that it couples to these, and does not close the gap.

Then $H_{\rm SO}$ acts in the triplet as $\zeta\,\mathbf l\cdot\mathbf s$, with $(l_a)_{ij}=-i\epsilon_{aij}$. The eigenvalues of $\mathbf l\cdot\mathbf s$ are $-1$ ($j=1/2$, two spinors) and $+\tfrac12$ ($j=3/2$, four). For $\zeta>0$, to first order, $E_V$ stays fixed and
\begin{equation}
E_g=E_C-E_V-\zeta .
\label{eq:thm2}
\end{equation}
If a tetragonal distortion shifts $|z\rangle$ by $-\delta<0$ relative to $|x\rangle,|y\rangle$ and the coupling keeps its cubic form, the conduction edge falls by
\begin{equation}
F=\tfrac12\left(\tfrac\zeta2-\delta\right)+\tfrac12\sqrt{\left(\delta-\tfrac\zeta2\right)^2+2\zeta^2}.
\label{eq:tetra}
\end{equation}

The tight-binding model has orthonormal s and p orbitals on Pb (energies $E_s,E_p$) and on halides X$_n$ at $\tfrac a2\mathbf e_n$, $n=x,y,z$ ($E_S,E_P$). The p shells have couplings $\zeta_{\rm Pb}\,\mathbf l\cdot\mathbf s$ and $\zeta_X\,\mathbf l\cdot\mathbf s$, with positive constants. Nearest-neighbour hopping along the unit vector $\mathbf d$ from Pb to X is (Pb orbital first)
\begin{align}
t_{s,s}&=V_{ss}, & t_{s,p_i}&=V_{sp}d_i,\nonumber\\
t_{p_i,s}&=-V_{ps}d_i, & t_{p_i,p_j}&=(V_\sigma-V_\pi)d_id_j+V_\pi\delta_{ij}.
\label{eq:hop}
\end{align}
Lemma 5: in Bloch sums, elements even in $\mathbf d$ carry $2\cos(k_na/2)$ and odd ones $2i\sin(k_na/2)$. At R the only surviving Pb–X couplings are
\begin{equation}
\langle s|H|X_np_n\rangle=2iV_{sp},\qquad
\langle p_n|H|X_ns\rangle=-2iV_{ps}.
\label{eq:surv}
\end{equation}

\subsection{Lemma 6: the band edges without spin-orbit coupling}

Define $|S_n\rangle=i|X_ns\rangle$ and $|\Sigma\rangle=-(i/\sqrt3)\sum_n|X_np_n\rangle$. Complex conjugation of \eqref{eq:surv} gives the reverse elements, so that
\begin{align}
H_0|p_n\rangle&=E_p|p_n\rangle+2V_{ps}|S_n\rangle,\\
H_0|s\rangle&=E_s|s\rangle+2\sqrt3\,V_{sp}|\Sigma\rangle .
\end{align}
The factor $\sqrt3$ arises because the sum of three orthogonal unit vectors has length $\sqrt3$. Each pair forms a $2\times2$ problem, whose upper root is
\begin{align}
E_C&=\frac{E_p+E_S}{2}+\frac D2, & D&=\sqrt{(E_p-E_S)^2+16V_{ps}^2},
\label{eq:EC}\\
E_V&=\frac{E_s+E_P}{2}+\frac{D_V}{2}, & D_V&=\sqrt{(E_s-E_P)^2+48V_{sp}^2}.
\label{eq:EV}
\end{align}
Here $D$ and $D_V$ are the separations of the two roots. The first pair occurs for each $n$ and gives triplets; the second gives singlets. The other eight halide p combinations stay at $E_P$.

Counting electrons identifies the edges. Pb contributes two valence electrons to its s shell in the ionic count, and three halide ions contribute eight each, 26 in all. They fill 13 orbitals: the lower triplet, the lower singlet, the eight nonbonding orbitals and the upper singlet. The upper triplet is empty. The model thus satisfies (A3) when $E_C>E_V$ and the upper singlet lies above the nonbonding levels and the lower triplet. It lies above the nonbonding levels for $V_{sp}\neq0$. It then lies above the lower triplet if $E_S<E_P$, because the lower root of the triplet problem does not exceed $E_S$.

The Pb p weight $w$ of the conduction triplet follows from $w=\partial E_C/\partial E_p$. This holds because $E_p$ multiplies the projector on Pb p in $H_0$, and the first-order change of a level is the expectation value of the change in $H_0$. Differentiating \eqref{eq:EC},
\begin{equation}
w=\frac12\left[1+\frac{E_p-E_S}{D}\right].
\label{eq:w}
\end{equation}
In the same way the weight of $|\Sigma\rangle$ in the valence edge is
\begin{equation}
\beta^2=\frac12\left[1+\frac{E_P-E_s}{D_V}\right].
\label{eq:beta}
\end{equation}

\subsection{Proposition 1: conduction levels with spin-orbit coupling}

In the model the conduction levels at R are
\begin{equation}
E_j=\frac{E_p+\lambda_j+E_S}{2}+\frac12\sqrt{(E_p+\lambda_j-E_S)^2+16V_{ps}^2},
\label{eq:exact}
\end{equation}
with $\lambda_{1/2}=-\zeta_{\rm Pb}$ and $\lambda_{3/2}=+\zeta_{\rm Pb}/2$. They do not depend on $\zeta_X$, and
\begin{equation}
E_j=E_C+w\lambda_j+\frac{w(1-w)}{D}\lambda_j^2+O(\lambda_j^3).
\label{eq:expand}
\end{equation}

\paragraph{Proof.}
Let $c_{n\sigma}$ be the components of an eigenvector of $\mathbf l\cdot\mathbf s$ with quantum numbers $j,m$. Form $|p;jm\rangle=\sum c_{n\sigma}|p_n\sigma\rangle$ and, with the same coefficients, $|S;jm\rangle=\sum c_{n\sigma}|S_n\sigma\rangle$. Hopping takes $|p_n\sigma\rangle$ to $2V_{ps}|S_n\sigma\rangle$ with the same strength for every $n$ and $\sigma$, so it connects these two states and leaves $j,m$ unchanged. Spin-orbit coupling adds $\lambda_j$ to the energy of the first and nothing to that of the second, since $|S_n\rangle$ is made of s orbitals. The result is the $2\times2$ problem of \eqref{eq:EC} with $E_p$ replaced by $E_p+\lambda_j$. No halide p orbital takes part, so $\zeta_X$ is absent.

For the expansion put $u=E_p-E_S$, so that $D^2=u^2+16V_{ps}^2$ and $dD/du=u/D$. The linear coefficient is $w$. The quadratic one is half of
\begin{equation}
\frac{dw}{du}=\frac12\left(\frac1D-\frac{u^2}{D^3}\right)=\frac{8V_{ps}^2}{D^3}.
\end{equation}
From \eqref{eq:w}, $w(1-w)=\tfrac14(1-u^2/D^2)=4V_{ps}^2/D^2$. Half the derivative is therefore $w(1-w)/D$.

\paragraph{Remark: the meaning of $\zeta$.}
Comparing the linear term with the theorem gives
\begin{equation}
\zeta=w\,\zeta_{\rm Pb}.
\label{eq:zeta}
\end{equation}
In this orthonormal model covalency dilutes the coupling by the fraction of the electron found on Pb p. The bound $w<1$ depends on the orthonormality: atomic Pb p and halide s orbitals overlap, which raises the Pb amplitude in an antibonding state, and $\zeta$ can then exceed the atomic value. In the example below an overlap of 0.05 per bond, opposite in sign to the hopping and with the other matrix elements fixed, is enough to undo the dilution. For $E_p>E_S$, \eqref{eq:w} gives $w>\tfrac12$, and $w=1$ without hopping. The quadratic term is positive for both $j$: it comes from the lower triplet, which spin-orbit coupling mixes in and which repels the upper one. It makes the fall of the gap caused by lead smaller than $\zeta$, and the reduction is slight when $\zeta_{\rm Pb}\ll D$.

\subsection{Proposition 2: the valence edge with halide spin-orbit coupling}

Assume that $E_V>E_P+\zeta_X/2$, that the levels arising from the lower triplet lie below $E_V$, and that spin-orbit coupling does not close the gap at R. The valence edge at R is then the largest eigenvalue of
\begin{equation}
M=\begin{pmatrix}
E_s&2\sqrt3V_{sp}&0\\
2\sqrt3V_{sp}&E_P&\zeta_X/\sqrt2\\
0&\zeta_X/\sqrt2&E_P-\zeta_X/2
\end{pmatrix}.
\label{eq:M}
\end{equation}
It is not lower than $E_V$, and its leading rise is
\begin{equation}
\delta E_V=\frac{\beta^2\zeta_X^2}{2(E_V-E_P)} .
\label{eq:rise}
\end{equation}

\paragraph{Proof.}
Take one halide and the spinor $u_n=|X_np_n\chi\rangle$, with $\chi$ any spin state. Since $(l_a)_{in}=-i\epsilon_{ain}$ vanishes for $i=n$, the vector $\mathbf l\cdot\mathbf s\,u_n$ contains only the two p orbitals perpendicular to the bond. The eigenvalues $-1$ and $\tfrac12$ imply $(\mathbf l\cdot\mathbf s+1)(\mathbf l\cdot\mathbf s-\tfrac12)=0$, that is
\begin{equation}
(\mathbf l\cdot\mathbf s)^2=\tfrac12-\tfrac12\,\mathbf l\cdot\mathbf s .
\label{eq:square}
\end{equation}
The expectation value in $u_n$ gives $\|\mathbf l\cdot\mathbf s\,u_n\|^2=\tfrac12$. Hence $\mathbf l\cdot\mathbf s\,u_n=v_n/\sqrt2$ with $v_n$ normalized, and a second application with \eqref{eq:square} gives
\begin{equation}
\mathbf l\cdot\mathbf s\,v_n=\sqrt2\left(\tfrac12u_n-\tfrac{1}{2\sqrt2}v_n\right)=\tfrac{1}{\sqrt2}u_n-\tfrac12v_n .
\end{equation}
The same relations hold for the sums $|\Sigma\chi\rangle=-(i/\sqrt3)\sum_nu_n$ and $|\Pi\chi\rangle=-(i/\sqrt3)\sum_nv_n$. By Lemma 5 the perpendicular orbitals do not couple to Pb at R. The states $|s\chi\rangle,|\Sigma\chi\rangle,|\Pi\chi\rangle$ thus form a closed set with matrix $M$.

The halide p states orthogonal to all $|\Sigma\chi\rangle$ and $|\Pi\chi\rangle$ have energies $E_P-\zeta_X$ or $E_P+\zeta_X/2$, which lie below $E_V$ by assumption. The unperturbed valence state has no $|\Pi\rangle$ component, so its expectation value in $M$ is still $E_V$. The largest eigenvalue cannot be smaller than an expectation value, so it is at least $E_V$. By the other two assumptions the levels from the lower triplet lie below it and the conduction levels above it, so it is the valence edge. The coupling of the unperturbed valence state to $|\Pi\chi\rangle$ is $\beta\zeta_X/\sqrt2$, up to a sign, across the energy $E_V-E_P$. Second-order perturbation theory gives \eqref{eq:rise}.

Both heavy constituents therefore narrow the gap in this model, at different orders: lead through a term linear in $\zeta_{\rm Pb}$, the halide through one quadratic in $\zeta_X$. To second order,
\begin{equation}
E_g=E_C-E_V-w\zeta_{\rm Pb}+\frac{w(1-w)}{D}\zeta_{\rm Pb}^2-\frac{\beta^2\zeta_X^2}{2(E_V-E_P)} .
\label{eq:total}
\end{equation}

\subsection{Worked example}

The parameters are round numbers, not fitted to a compound: $E_s=-6$, $E_p=4$, $E_S=-14$, $E_P=0$; $V_{ss}=-0.8$, $V_{sp}=1$, $V_{ps}=1.5$, $V_\sigma=2$, $V_\pi=-0.5$; $\zeta_{\rm Pb}=1$ and $\zeta_X=0.3$, all in eV.

\paragraph{Without spin-orbit coupling.}
Equations \eqref{eq:EC} and \eqref{eq:EV} give
\begin{align}
E_C&=-5+\tfrac12\sqrt{18^2+16(1.5)^2}=4.487\ \text{eV},\\
E_V&=-3+\tfrac12\sqrt{6^2+48}=1.583\ \text{eV},
\end{align}
and a gap of 2.904 eV. With $D=18.974$ eV the Pb p weight is $w=\tfrac12(1+18/18.974)=0.974$. The weight of halide p in the valence edge is $\beta^2=0.827$.

\paragraph{With the coupling on Pb.}
The first-order prediction is $\zeta=0.974\times1=0.974$ eV. Equation \eqref{eq:exact} gives
\begin{align}
E_{1/2}&=-5.5+\tfrac12\sqrt{17^2+36}=3.514\ \text{eV},\\
E_{3/2}&=-4.75+\tfrac12\sqrt{18.5^2+36}=4.974\ \text{eV}.
\end{align}
The doublet has moved by $-0.973$ eV and the quartet by $+0.487$ eV. Their splitting is 1.4604 eV, against $\tfrac32\zeta=1.4615$ eV. The gap is now $3.514-1.583=1.931$ eV.

The doublet lies 1.39 meV above its first-order position, while the quadratic term of \eqref{eq:expand} accounts for 1.32 meV. The next term explains the difference. Differentiating $8V_{ps}^2/D^3$ once more and dividing by $3!$ gives $-4V_{ps}^2u\lambda^3/D^5$. Relative to the quadratic term, $4V_{ps}^2\lambda^2/D^3$, this is $-u\lambda/D^2=18/18.974^2=0.05$ for $\lambda=-1$ eV, the size of the observed excess.

By \eqref{eq:expand} the leading correction relative to the linear term is $(1-w)\zeta_{\rm Pb}/D$. It is small here because both factors are small, $1-w=0.026$ and $\zeta_{\rm Pb}/D\approx0.05$ at $\zeta_{\rm Pb}=1$ eV, which gives about $0.0014$. This smallness belongs to the model, which has one p shell on Pb; it is not an estimate of the higher-order terms for real lead (see the last subsection). At $\zeta_{\rm Pb}=0.5$ eV the gap falls by 0.4868 eV against $w\zeta_{\rm Pb}=0.4872$ eV; at 1.5 eV it falls by 1.4583 eV against 1.4615 eV.

\paragraph{With the halide coupling added.}
Equation \eqref{eq:rise} predicts a rise of the valence edge by
\begin{equation}
\delta E_V=\frac{0.827\times0.3^2}{2\times1.583}=0.0235\ \text{eV},
\end{equation}
while the largest eigenvalue of $M$ gives 0.0212 eV. The estimate is about a tenth too high relative to the latter. The cause is the diagonal element $-\zeta_X/2$ in \eqref{eq:M}, which moves $|\Pi\rangle$ away from the valence edge. In third order it multiplies the rise by $1-\zeta_X/[2(E_V-E_P)]=1-0.3/3.165\approx0.905$, and $0.905\times0.0235=0.0213$ eV.

The final gap is 1.910 eV. Of the total fall of 0.994 eV, lead provides 0.973 eV and the halide 0.021 eV. The total lies closer to the bare $\zeta_{\rm Pb}=1$ eV than $w\zeta_{\rm Pb}$ does, but this is a coincidence of the parameters: dilution on Pb and the halide term are independent effects that happen to offset each other.

\subsection{Where the result stops holding}

\paragraph{Higher orders in real lead.}
Assumption (A4) is poorly met when $H_0$ is a scalar-relativistic all-electron Hamiltonian, because $H_{\rm SO}$ also couples 6p to the other p shells of lead and so changes the radial function. For the free Pb atom in the local density approximation, with the coupling regularized near the nucleus (zeroth-order regular approximation) and the potential held fixed, the first-order $\zeta$ is about 0.81 eV, but the $j=1/2$ level falls by 1.15 eV and the $j=3/2$ level rises by 0.36 eV. The fall is then about three quarters of the splitting instead of two thirds, and the mean of the six levels drops by 0.14 eV. The form \eqref{eq:central}, averaged over the same orbital, gives 1.17 eV, so it is not quantitative for so heavy an atom either. The splitting into two and four spinors follows from symmetry and survives; the ratio $-1:+\tfrac12$ is a first-order result. The constant $\zeta_{\rm Pb}$ of the model is best read as an effective parameter measured from the degeneracy-weighted mean of the two levels.

\paragraph{Band edges away from R.}
Assumption (A2) is not a consequence of symmetry. Away from R at least one of the cosines in Lemma 5 is nonzero, and Pb p couples to halide p. For the parameters above, the numerical check diagonalizes the full 32-spinor matrix at 729 points covering one octant of the zone. Among these points both edges are at R, with and without spin-orbit coupling. Other parameters need their own check, since the theorem compares levels at R alone.

\paragraph{Closing of the gap.}
If $\zeta$ exceeds the gap found without spin-orbit coupling, \eqref{eq:thm2} turns negative. In the model the conduction doublet consists of Pb p and halide s, and the valence edge of Pb s and halide p. By Lemma 5 and Propositions 1 and 2 these sets do not mix at R, so the two levels cross there. Beyond the crossing the doublet is the lower level, the filling changes, and $E_g$ is no longer the difference used in the theorem.

\paragraph{Lower symmetry.}
A tetragonal strain, or a tilt of the octahedra that singles out an axis, splits the triplet before spin-orbit coupling acts. Not every tilt does so: equal in-phase tilts about all three cube axes keep a cubic point group and leave the triplet degenerate. Equation \eqref{eq:tetra} shows how the lowering then shrinks when one p orbital is pulled below the other two. The fall by $\zeta$ is a statement about the cubic structure, and for a distorted one $\zeta$ and the crystal-field splitting have to be diagonalized together.

\section*{Computed results}
\begin{verbatim}
INPUT (round model parameters)
Pb s, Pb p energies: -6.0, 4.0 eV
X s, X p energies: -14.0, 0.0 eV
V_ss, V_sp (Pb s-X p), V_ps (Pb p-X s): -0.8, 1.0, 1.5 eV
V_pp sigma, V_pp pi: 2.0, -0.5 eV
zeta_Pb, zeta_X: 1.0, 0.3 eV
AT R WITHOUT SPIN-ORBIT COUPLING
conduction triplet E_C: 4.4868 eV
valence singlet E_V: 1.5826 eV
gap: 2.9043 eV
Pb p weight w of the triplet: 0.9743
X p weight beta^2 of the valence edge: 0.8273
separation D of the two triplet levels: 18.9737 eV
AT R WITH Pb SPIN-ORBIT COUPLING ONLY
zeta = w zeta_Pb: 0.9743 eV
j=1/2 doublet: 3.5139 eV, shift -0.9730 eV
j=3/2 quartet: 4.9743 eV, shift +0.4875 eV
<J^2> of Pb p part: 0.7500 and 3.7500
exact splitting: 1.4604 eV
first-order splitting 3 zeta/2: 1.4615 eV
gap: 1.9313 eV, fall 0.9730 eV
initial slope d(gap)/d(zeta_Pb): -0.9743
second-order term of the doublet: 0.00132 eV
exact remainder beyond first order: 0.00139 eV
AT R WITH HALIDE SPIN-ORBIT COUPLING ADDED
valence edge: 1.6038 eV
rise of valence edge, exact: 0.0212 eV
rise of valence edge, second order: 0.0235 eV
gap: 1.9101 eV, total fall 0.9942 eV
GAP FALL AGAINST zeta_Pb (zeta_X = 0)
zeta_Pb 0.25 eV: exact 0.2435 eV, w zeta_Pb 0.2436 eV
zeta_Pb 0.50 eV: exact 0.4868 eV, w zeta_Pb 0.4872 eV
zeta_Pb 1.00 eV: exact 0.9730 eV, w zeta_Pb 0.9743 eV
zeta_Pb 1.50 eV: exact 1.4583 eV, w zeta_Pb 1.4615 eV
k points on the grid, both edges at R: 729
\end{verbatim}
